# Does a Heavier Band Mass Make a Better Thermoelectric?

**Q:** I am choosing between two doped semiconductors with similar phonons, and I want the one with the heavier band. A heavy band has a large density of states, so at a given electron density it has a large Seebeck coefficient $S$. The power factor $S^2\sigma$ contains $S$ squared and the conductivity $\sigma$ to the first power. The heavy band should win.

**A:** The first half of that is right, and we can prove it. The second half depends on how $\sigma$ responds to the mass, and so on what scatters the electrons. What limits the mobility in your materials?

**Q:** Acoustic phonons, through the deformation potential. Why should that matter so much?

**A:** Because the electrons scatter into the same density of states you want to enlarge. Let me compute the rate. A long-wavelength longitudinal phonon shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$, where $\Xi$ is the deformation potential and $\mathbf u$ the displacement. For a mode of wave vector $q$ and frequency $\omega=v_sq$, in a crystal of volume $V$ and mass density $\rho$, the squared matrix element is

$$|M|^2=\Xi^2q^2\,\frac{\hbar}{2\rho V\omega}\times\begin{cases}N_q&\text{absorption}\\N_q+1&\text{emission.}\end{cases}$$

Suppose $\hbar\omega\ll k_BT$. Then both occupation factors are close to $k_BT/\hbar\omega$. With the elastic constant $C_l=\rho v_s^2$, each process gives $\Xi^2k_BT/(2VC_l)$, and the wave vector has cancelled. The two together give twice that. If we also neglect the phonon energy in the energy balance, the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\Xi^2k_BT}{C_l}\,g_1(E).$$

Here $g_1$ is the density of states per volume, for one spin and one valley: the phonon does not flip the spin, and I assume that it leaves the electron in its valley.

**Q:** That is the total scattering rate. Transport needs the rate at which velocity is lost.

**A:** Here they coincide. The matrix element does not depend on $q$, so every final state on the energy surface is equally likely. States $\mathbf k$ and $-\mathbf k$ have opposite velocities, so the mean velocity after a collision is zero. One collision erases the velocity on average.

The neglect of the phonon energy can be checked. For a sound speed of 4000 m/s, masses of 0.25 and 1 electron mass, and energies of 1, 2 and 4 $k_BT$ at 300 K, with the final states taken as empty, the total and momentum-loss rates with inelastic phonons differ from this formula by at most 0.57 % of its value.

**Q:** So a heavy band scatters more. But it also has more carriers at each energy. Which effect is larger?

**A:** We need the transport coefficients to tell. Take electrons of charge $-e$, a field $\boldsymbol{\mathcal E}$ and a temperature gradient. With $f_0$ the Fermi function and $f_0'=\partial f_0/\partial E$, the gradients of $f_0$ are

$$\nabla_{\mathbf r}f_0=(-f_0')\Big[\nabla\mu+\frac{E-\mu}{T}\nabla T\Big],\qquad \nabla_{\mathbf k}f_0=f_0'\,\hbar\mathbf v .$$

The steady Boltzmann equation, $\mathbf v\cdot\nabla_{\mathbf r}f_0-(e/\hbar)\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f_0=-\delta f/\tau$, then gives

$$\delta f=-\tau(-f_0')\,\mathbf v\cdot\Big[e\boldsymbol{\mathcal E}'+\frac{E-\mu}{T}\nabla T\Big],\qquad e\boldsymbol{\mathcal E}'=e\boldsymbol{\mathcal E}+\nabla\mu .$$

The current is $-e$ times the sum of $\mathbf v\,\delta f$ over states. Two spins and $N_v$ valleys give the weight

$$\Sigma(E)=2N_v\,g_1\,\langle v_x^2\rangle\,\tau ,$$

$$\mathbf j=e\int\Sigma\,(-f_0')\Big[e\boldsymbol{\mathcal E}'+\frac{E-\mu}{T}\nabla T\Big]dE .$$

With $\nabla T=0$ this yields $\sigma=e^2\int\Sigma(-f_0')\,dE$. With $\mathbf j=0$ and the definition $\boldsymbol{\mathcal E}'=S\nabla T$, it yields $S=-\langle E-\mu\rangle/(eT)$, where the average has weight $\Sigma(-f_0')$. The sign is that of the electron charge; I shall use $|S|$.

Now look at $\Sigma$. It contains $g_1\tau$, and from the rate above

$$g_1\tau=\frac{\hbar C_l}{2\pi\,\Xi^2k_BT}.$$

The density of states has dropped out. Neither effect is larger: they cancel at every energy.

**Q:** Then the mass has disappeared altogether?

**A:** No, it remains in the velocity. Here "band mass" splits into two. Let a parabolic valley have principal masses $m_1,m_2,m_3$, with $E=\sum_i\tfrac12m_iv_i^2$. The rescaled velocities $\sqrt{m_i}\,v_i$ turn the energy surface into a sphere, uniformly filled with states, so each term averages to $E/3$ and $\langle v_i^2\rangle=2E/(3m_i)$. In a cubic crystal the equivalent valleys together average over the three axes:

$$\langle v_x^2\rangle=\frac{2E}{3m_I},\qquad \frac1{m_I}=\frac13\Big(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\Big).$$

This $m_I$ is the inertial mass. The density of states contains another mean. The ellipsoid of energy $E$ has $k$-space volume $\tfrac{4\pi}3(2E)^{3/2}\sqrt{m_1m_2m_3}/\hbar^3$. Dividing by $(2\pi)^3$ and differentiating with respect to $E$,

$$g_1=\frac{m_b^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3},\qquad m_b=(m_1m_2m_3)^{1/3}.$$

For an isotropic band $m_I=m_b=m$. Inserting $g_1\tau$ and $\langle v_x^2\rangle$ in the weight,

$$\Sigma(E)=2N_v\cdot\frac{\hbar C_l}{2\pi\Xi^2k_BT}\cdot\frac{2E}{3m_I}=\frac{2N_v\hbar C_l}{3\pi m_I\Xi^2}\,\frac{E}{k_BT}.$$

**Q:** Let me do the integrals. I set $x=E/k_BT$, $\eta=\mu/k_BT$ measured from the band edge, and $F_j(\eta)=\int_0^\infty x^j/(1+e^{x-\eta})\,dx$. Integrating by parts, $\int x(-df_0/dx)dx=F_0$ and $\int x^2(-df_0/dx)dx=2F_1$. So

$$\sigma=\sigma_0F_0,\qquad \sigma_0=\frac{2N_v\hbar C_le^2}{3\pi m_I\Xi^2},$$

$$|S|=\frac{k_B}{e}\,s,\qquad s(\eta)=\frac{2F_1}{F_0}-\eta .$$

The mass is absent from $s(\eta)$! Have I lost my large Seebeck coefficient?

**A:** No. You compared the bands at fixed density, and the mass enters through $\eta$. Integrating $2N_vg_1f_0$ over energy gives

$$n=N_v\frac{(2m_bk_BT)^{3/2}}{2\pi^2\hbar^3}\,F_{1/2}(\eta).$$

At fixed $n$, a larger $m_b$ requires a smaller $F_{1/2}$ and hence a smaller $\eta$. It remains to show that $s$ falls as $\eta$ grows. Use $F_1'=F_0$, where the prime is now $d/d\eta$, and $F_0=\ln(1+e^\eta)$, whose derivative is $F_0'=1/(1+e^{-\eta})$:

$$s'=2-\frac{2F_1F_0'}{F_0^2}-1=1-\frac{2F_1F_0'}{F_0^2}.$$

Since $F_0$ vanishes at $\eta\to-\infty$ and $F_0'$ is an increasing function,

$$F_0^2=\int_{-\infty}^{\eta}2F_0F_0'\,dy<2F_0'(\eta)\int_{-\infty}^{\eta}F_0\,dy=2F_0'F_1 .$$

Therefore $s'<0$, and your first claim is proved: at fixed density $|S|$ rises with $m_b$. The inequality also shows $s>0$, because $2F_1/F_0>F_0/F_0'>F_0>\eta$.

**Q:** Good. Then give me numbers at fixed density, and I expect the power factor to follow.

**A:** Take round model parameters: $T=300$ K, $C_l=100$ GPa, $\Xi=10$ eV, one isotropic valley. At $n=10^{25}\ \mathrm{m^{-3}}$, with masses in electron masses:

| $m$ | $\eta$ | $\lvert S\rvert$ (µV/K) | $S^2\sigma$ (mW m⁻¹K⁻²) |
|---|---|---|---|
| 0.25 | 2.24 | 105 | 2.54 |
| 0.50 | 0.51 | 175 | 1.48 |
| 1.00 | −0.78 | 257 | 0.61 |

From the first row to the last, $S^2$ grows by $(256.5/105.1)^2\approx6.0$. The conductivity falls by 4 through $\sigma_0$, and by a further $\ln(1+e^{2.241})/\ln(1+e^{-0.780})\approx6.2$ through $F_0$, together about 25. The power factor changes by $6.0/25\approx0.24$.

**Q:** That is unfair to the heavy band. With $\eta=-0.78$ it is underdoped. I would put more electrons into it.

**A:** That is the right objection: a material should be judged at its own best density. Write

$$S^2\sigma=\Big(\frac{k_B}{e}\Big)^2\sigma_0\,W(\eta),\qquad W=s^2F_0 .$$

Doping changes $\eta$ and leaves $\sigma_0$ alone, so we maximize $W$. First, a maximum exists. For $\eta\to-\infty$, $F_0\approx F_1\approx e^\eta$, so $W\approx(2-\eta)^2e^\eta\to0$. For the other end, integrate $F_0(y)=y+F_0(-y)$ from 0 to $\eta$:

$$F_1(\eta)=\frac{\eta^2}2+2F_1(0)-F_1(-\eta),\qquad 2F_1(0)=\frac{\pi^2}6 .$$

The last term is exponentially small for large $\eta$, so $s\approx\pi^2/(3\eta)$ and $W\approx\pi^4/(9\eta)\to0$. In between $W$ is positive.

At the maximum $W'=2ss'F_0+s^2F_0'=0$. Divide by $s$, insert $s'$, and use $2F_1/F_0=s+\eta$:

$$2F_0-2(s+\eta)F_0'+sF_0'=0\;\Rightarrow\; s=\frac{2F_0}{F_0'}-2\eta=2F_0(1+e^{-\eta})-2\eta .$$

**Q:** There is no mass in that condition. There is no material parameter at all.

**A:** Right. Its solution is $\eta=0.668$, with $s=1.937$, $F_0=1.082$ and $W=1.937^2\times1.082\approx4.06$. Every band in this model has its best power factor at $|S|=1.937\times86.17\approx167$ µV/K. The heavy band's large Seebeck coefficient is given back when you dope it to the optimum. What remains is

$$(S^2\sigma)_{\max}=4.06\Big(\frac{k_B}{e}\Big)^2\frac{2N_v\hbar C_le^2}{3\pi m_I\Xi^2}\;\propto\;\frac{N_vC_l}{m_I\Xi^2}.$$

For $m=0.25$, $\sigma_0=9.83\times10^4$ S/m, and the maximum is $(86.17\times10^{-6})^2\times9.83\times10^4\times4.06\approx2.96\times10^{-3}$ W m⁻¹K⁻². For $m=0.5$ it is 1.48 and for $m=1$ it is 0.74 mW m⁻¹K⁻².

**Q:** A factor of four against me, even with the doping I asked for. How much doping was it?

**A:** At fixed $\eta$ the density goes as $m_b^{3/2}$. The light band needs $3.95\times10^{24}\ \mathrm{m^{-3}}$ and the heavy one $3.16\times10^{25}\ \mathrm{m^{-3}}$, eight times as much. Those extra electrons do not raise $\sigma$. There are eight times as many states at each energy, but $\tau$ is eight times shorter, and the two cancel. What is left is $\langle v_x^2\rangle$, which is four times smaller, so $\sigma$ falls by four.

**Q:** I have one more piece of evidence. Suppose I compare heavily doped samples at the same density, and the heavier one has the slightly larger power factor. Would that refute you?

**A:** It would not, because the model itself can do this. At fixed density an isotropic band has $S^2\sigma\propto W(\eta)/m$, and constant $n$ requires $\tfrac32\,d\ln m+(F_{1/2}'/F_{1/2})\,d\eta=0$. Hence

$$\frac{d\ln(S^2\sigma)}{d\ln m}\bigg|_n=-1-\frac32\,\frac{F_{1/2}}{F_{1/2}'}\,\frac{W'}{W}.$$

At the optimum $W'=0$ and the exponent is $-1$. Deep in degeneracy $W'/W=-1/\eta$, apart from exponentially small terms. The Sommerfeld expansion gives

$$F_{1/2}\approx\tfrac23\eta^{3/2}\Big(1+\frac{\pi^2}{8\eta^2}\Big),\qquad F_{1/2}'\approx\eta^{1/2}\Big(1-\frac{\pi^2}{24\eta^2}\Big),$$

so that $\tfrac32F_{1/2}/F_{1/2}'\approx\eta\,[1+\pi^2/(6\eta^2)]$, and the exponent becomes

$$-1+1+\frac{\pi^2}{6\eta^2}=+\frac{\pi^2}{6\eta^2}>0 .$$

**Q:** So there the heavier band is better!

**A:** At that density, by very little. At $n=10^{26}\ \mathrm{m^{-3}}$ the power factors for $m=0.25$, 0.5 and 1 are 0.653, 0.657 and 0.584 mW m⁻¹K⁻². The turning point is at $\eta\approx6.9$, here a mass of about 0.44. The whole gain over the limit of very light mass is 1.2 % of that limit. This figure is the same at any density, because the exponent above depends on $\eta$ alone and the density only fixes which mass corresponds to a given $\eta$. Such a gain is only about twice the error we found for the elastic scattering rate, and that check was made at lower energies and without Pauli blocking, so I would not predict the gain for a real sample. The robust statement is that at fixed density and deep in degeneracy, as for the first two masses here ($\eta\approx12$ and 6), the power factor is nearly independent of mass. Mild overdoping is not enough: just above the optimum the exponent is still close to $-1$, and for $m=1$, at $\eta\approx2.7$, the power factor has already fallen to 0.584.

The reason is that the light band, at $\eta\approx12$, is far beyond its optimum. A heavier mass lowers $\eta$ and undoes some of the overdoping, which offsets the loss in $\sigma_0$. Removing electrons does the same job without that loss: at its own optimum the $m=0.25$ band reaches 2.96 instead of 0.65.

**Q:** Then where does my intuition come from? I am sure I have seen a calculation in which the heavy band wins.

**A:** A calculation with a relaxation time that does not depend on mass shows that for isotropic bands, if each is doped to its own optimum. Keep $\tau$ fixed in $\Sigma$:

$$\Sigma=2N_vg_1\tau\,\frac{2E}{3m_I}\;\propto\;\frac{m_b^{3/2}}{m_I}\,\tau\,E^{3/2}.$$

The energy dependence is again the same for all masses, so the best $\eta$ is again common to all, and the optimum power factor goes as $m_b^{3/2}/m_I$. For an isotropic band that is $\sqrt m$. With $\tau=10$ fs, going from $m=0.25$ to $m=1$ raises it from 0.213 to 0.425 mW m⁻¹K⁻², a factor of two. The algebra is sound, but the assumption removes the effect at issue: under deformation-potential scattering, raising the density of states shortens $\tau$.

**Q:** I care about efficiency in the end, so about $zT=S^2\sigma T/(\kappa_e+\kappa_L)$. A heavy band conducts less, so its electrons also carry less heat. Could that rescue it?

**A:** It softens the penalty but cannot reverse it if the lattice conductivity $\kappa_L$ is the same. The electronic heat flux is the sum of $(E-\mu)\mathbf v\,\delta f$. At zero current $e\boldsymbol{\mathcal E}'=-\langle E-\mu\rangle\nabla T/T$, so the bracket in $\delta f$ becomes $(E-\langle E\rangle)\nabla T/T$. This gives

$$\kappa_e=\frac{\sigma}{e^2T}\big(\langle E^2\rangle-\langle E\rangle^2\big)=\Big(\frac{k_B}{e}\Big)^2\ell\,\sigma T,\qquad \ell=\frac{3F_2}{F_0}-\Big(\frac{2F_1}{F_0}\Big)^2 .$$

Here $\ell$ is the variance of $x$, hence positive. Divide numerator and denominator of $zT$ by $\kappa_L$:

$$zT=\frac{B\,s^2F_0}{1+B\,\ell F_0},\qquad B=\Big(\frac{k_B}{e}\Big)^2\frac{\sigma_0T}{\kappa_L},\qquad \frac{\partial(zT)}{\partial B}=\frac{s^2F_0}{(1+B\ell F_0)^2}>0 .$$

Raising $B$ thus raises $zT$ at every $\eta$. In particular it does so at the old best $\eta$, and the new maximum is at least that high. Since $B\propto1/m_I$, the maximum falls as $m_I$ rises. With $\kappa_L=2$ W m⁻¹K⁻¹ the maxima are 0.367, 0.199 and 0.105 for $m=0.25$, 0.5 and 1. The ratio of first to last is 3.5 rather than 4. The denominator causes the difference in two ways: it is larger for the light band, and it pulls the best $\eta$ below 0.668, further for the light band (0.05) than for the heavy one (0.44).

**Q:** So I should look for a small density-of-states mass?

**A:** No, that would be the opposite mistake. The optimum contains $m_I$ and not $m_b$. Take an ellipsoidal valley with masses 0.15, 0.15 and 2. Then $m_b=0.356$, heavier than our isotropic 0.25, but $m_I=3/(1/0.15+1/0.15+1/2)=0.217$ is lighter. Averaged over the cubic orientations, its optimum power factor per valley is 3.42 mW m⁻¹K⁻², against 2.96 for the isotropic valley. The ratio 1.15 is $0.25/0.217$. At $10^{25}$ electrons per cubic metre in each valley it also has the larger Seebeck coefficient, 139 against 105 µV/K.

**Q:** Someone reporting that comparison could say that the heavier mass won.

**A:** They could, if they quoted $m_b$ alone. The cause is the light inertia across the long axis. Valleys can mislead in the same way. A density-of-states mass inferred from $n$ and $S$ with a one-valley formula is $N_v^{2/3}m_b$, so it looks heavy when there are many valleys, and many valleys do help.

**Q:** Under any conditions?

**A:** No. The full factor $N_v$ requires that electrons rarely scatter between valleys. If phonons coupled all valleys as strongly as they couple states within one, the final density of states would be $N_vg_1$. Then $\tau$ would shrink by $N_v$ and the gain would cancel, just as it did for $m_b$.

**Q:** And when may I distrust the $1/m_I$ law itself?

**A:** When one of its assumptions fails. If ionized impurities or polar optical phonons dominate, the matrix element depends on $q$, and $g_1\tau$ is no longer a constant. If the gap is small, minority carriers reduce $|S|$, and the best $\eta$ is no longer universal. If the band is not parabolic, $\langle v_x^2\rangle$ is not proportional to $E$. In a real ellipsoidal valley the band edge also responds to shear, so the coupling depends on the direction of the phonon wave vector and transverse phonons scatter too; my single $\Xi^2/C_l$ is then at best an average. And two real materials differ in more than mass: a heavy band with a much smaller $\Xi$ or $\kappa_L$ can still be the better choice. Where the model does hold, compare $N_vC_l/(m_I\Xi^2\kappa_L)$ for your two candidates at the same temperature.

**Q:** Then I need $\Xi$ and the separate principal masses before I decide, and a large Seebeck coefficient at one density tells me little.

**A:** By itself it may tell you just that the sample holds fewer electrons than its band could use. The numerical check obtains the transport coefficients from integrals over the energy surfaces in $k$ space, so you can put in your own masses and see which one matters; for a strongly anisotropic valley, refine its angular grid until the results stop changing.

## Values computed for the example and the checks

```
Temperature: 300 K; k_B*T: 25.852 meV
Elastic constant: 100 GPa; sound speed: 4000 m/s
Mass density: 6250 kg/m^3; deformation potential: 10 eV
Lattice heat conductivity: 2.0 W/(m K); valleys: 1
k_B/e: 86.173 uV/K
Largest error of elastic rate, E = 1 to 4 kT: 0.57 %
Optimum eta: 0.6681; s: 1.9372
F_0 at optimum: 1.0820; W at optimum: 4.0603
Fixed density (masses in electron masses):
 n=1e+25 m^-3, m=0.25: eta=2.241, |S|=105.1 uV/K
   mobility=0.14362 m^2/(V s), PF=2.5417 mW/(m K^2)
 n=1e+25 m^-3, m=0.50: eta=0.512, |S|=175.1 uV/K
   mobility=0.03010 m^2/(V s), PF=1.4784 mW/(m K^2)
 n=1e+25 m^-3, m=1.00: eta=-0.780, |S|=256.5 uV/K
   mobility=0.00579 m^2/(V s), PF=0.6099 mW/(m K^2)
 n=1e+26 m^-3, m=0.25: eta=12.087, |S|=23.5 uV/K
   mobility=0.07413 m^2/(V s), PF=0.6534 mW/(m K^2)
 n=1e+26 m^-3, m=0.50: eta=5.936, |S|=47.4 uV/K
   mobility=0.01821 m^2/(V s), PF=0.6566 mW/(m K^2)
 n=1e+26 m^-3, m=1.00: eta=2.721, |S|=92.4 uV/K
   mobility=0.00427 m^2/(V s), PF=0.5844 mW/(m K^2)
Each mass at its own optimum density:
 m=0.25: sigma_0=9.8267e+04 S/m, n=3.950e+24 m^-3
   sigma=1.0632e+05 S/m, |S|=166.93 uV/K, PF=2.9629 mW/(m K^2)
 m=0.50: sigma_0=4.9133e+04 S/m, n=1.117e+25 m^-3
   sigma=5.3162e+04 S/m, |S|=166.93 uV/K, PF=1.4814 mW/(m K^2)
 m=1.00: sigma_0=2.4567e+04 S/m, n=3.160e+25 m^-3
   sigma=2.6581e+04 S/m, |S|=166.93 uV/K, PF=0.7407 mW/(m K^2)
Optimum PF ratio, m=0.25 to m=1: 4.0000
Optimum density ratio, m=1 to m=0.25: 8.0000
d lnPF/d ln m at n=1e+25 m^-3, m=1.00: -1.4708
d lnPF/d ln m at n=1e+26 m^-3, m=0.25: 0.0109
Fixed-density PF turns at eta: 6.854
Largest gain over light-mass limit: 1.19 %
At n=1e26 m^-3 the turning mass is 0.436 electron masses
  PF there: 0.6575, light-mass limit: 0.6497 mW/(m K^2)
Ellipsoid masses: (0.15, 0.15, 2.0); m_b=0.3557, m_I=0.2169
  |S| at n=1e25 m^-3: 138.7 uV/K
  optimum PF per valley: 3.4155 mW/(m K^2)
Constant tau=10 fs, optimum PF in mW/(m K^2):
  m=0.25: 0.2126; m=1: 0.4253
zT, m=0.25: B=0.10946, eta=0.046, maximum zT=0.3669
zT, m=0.50: B=0.05473, eta=0.279, maximum zT=0.1991
zT, m=1.00: B=0.02736, eta=0.441, maximum zT=0.1046
```
